# Defect Infrared Intensities from Born Charges: Sum Rule and Degenerate Modes

## Two atoms, by hand

Take a neutral periodic cell with two atoms of masses $m_1$ and $m_2$, bound by the energy $\tfrac12 k|\mathbf u_1-\mathbf u_2|^2$, where $\mathbf u_1,\mathbf u_2$ are displacements. The spring is equally stiff in all directions. Displacing atom 1 changes the cell dipole by $-ez\,\mathbf u_1$, and displacing atom 2 changes it by $+ez\,\mathbf u_2$, where $e$ is the elementary charge. The numbers $Z_1=-z$ and $Z_2=z$ are the Born charges. They add to zero because moving the whole neutral cell creates no dipole.

In mass-weighted coordinates $\sqrt{m_\kappa}\,\mathbf u_\kappa$, the force constants along one direction form the matrix

$$D=\begin{pmatrix}k/m_1&-k/\sqrt{m_1m_2}\\-k/\sqrt{m_1m_2}&k/m_2\end{pmatrix}.$$

The vector $(\sqrt{m_1},\sqrt{m_2})$ gives zero when $D$ acts on it. It is the rigid translation. The other eigenvector is orthogonal to it:

$$v=\frac{(\sqrt{m_2},-\sqrt{m_1})}{\sqrt{m_1+m_2}},\qquad \omega^2=k\left(\frac1{m_1}+\frac1{m_2}\right)=\frac{k}{\mu},\qquad \mu=\frac{m_1m_2}{m_1+m_2}.$$

A unit of the normal coordinate $Q$ displaces atom $\kappa$ by $v_\kappa/\sqrt{m_\kappa}$. The dipole per unit $Q$, called the mode charge here, is therefore

$$p=e\left(\frac{Z_1v_1}{\sqrt{m_1}}+\frac{Z_2v_2}{\sqrt{m_2}}\right)
=e\,\frac{Z_1m_2-Z_2m_1}{\sqrt{m_1m_2(m_1+m_2)}}
=\frac{e}{\sqrt\mu}\,\frac{Z_1m_2-Z_2m_1}{m_1+m_2}.$$

With $Z_1=-z$ and $Z_2=z$ this is $p=-ez/\sqrt\mu$. The absorption is proportional to $p^2=e^2z^2/\mu$.

Now let the computed charges carry errors, $Z_1=-z+\delta_1$ and $Z_2=z+\delta_2$. Their sum is $T=\delta_1+\delta_2$ instead of zero, and

$$p_{\rm raw}=\frac{e}{\sqrt\mu}\left[-z+\frac{\delta_1m_2-\delta_2m_1}{m_1+m_2}\right].$$

One way to close the sum rule subtracts $T/2$ from each charge. Then $Z_1=-z+(\delta_1-\delta_2)/2=-Z_2$, and

$$p_{\rm equal}=\frac{e}{\sqrt\mu}\left[-z+\frac{\delta_1-\delta_2}{2}\right].$$

Another way subtracts $Tm_\kappa/(m_1+m_2)$. The first charge becomes

$$-z+\delta_1-\frac{(\delta_1+\delta_2)m_1}{m_1+m_2}=-z+\frac{\delta_1m_2-\delta_2m_1}{m_1+m_2},$$

and the second is its negative. The mode charge is then $p_{\rm raw}$, unchanged. Both recipes satisfy the sum rule, yet their mode charges differ by $\frac{e}{\sqrt\mu}\frac{T(m_1-m_2)}{2(m_1+m_2)}$, which vanishes only if $m_1=m_2$ or $T=0$. If the errors are equal, the first recipe removes them. If only atom 1 is wrong, it leaves $\delta_1/2$ in the bracket, against $\delta_1m_2/(m_1+m_2)$ before the correction, so for $m_1>m_2$ it makes the mode charge worse. The sum rule alone cannot tell these cases apart.

The vibration is threefold degenerate, since the relative motion may point along any unit vector $\mathbf n$. Its vector mode charge is $\mathbf p=-(ez/\sqrt\mu)\,\mathbf n$. For light polarized along $x$, one member has strength $(e^2z^2/\mu)n_x^2$, which depends on an arbitrary choice of axes. For three orthonormal vectors the sum of $n_an_b$ is $\delta_{ab}$, so the total strength tensor is $(e^2z^2/\mu)\delta_{ab}$ for every choice.

## From mode charge to absorption

For a defect in a cell of $N$ atoms, the Born tensor is

$$Z_{\kappa,ab}=\frac1e\frac{\partial P_a}{\partial u_{\kappa b}},$$

where $\mathbf P$ is the cell dipole and the derivative is taken at zero macroscopic field. The first index belongs to the dipole, the second to the displacement. A field $\mathbf E$ adds $-\mathbf E\cdot\mathbf P$ to the energy, so the force on atom $\kappa$ is $F_{\kappa b}=e\sum_aE_aZ_{\kappa,ab}$.

Let $v_{\kappa b,\nu}$ be the orthonormal eigenvectors of $D=M^{-1/2}KM^{-1/2}$, with $K$ the force constants and $M$ the masses. Put $u_{\kappa b}=\sum_\nu v_{\kappa b,\nu}Q_\nu/\sqrt{m_\kappa}$ into Newton's equation with damping rate $\gamma$ and time factor $e^{-i\omega t}$. Projection on mode $\nu$ gives

$$(\omega_\nu^2-\omega^2-i\gamma\omega)Q_\nu=\sum_ap_{\nu a}E_a,\qquad
p_{\nu a}=e\sum_{\kappa b}\frac{Z_{\kappa,ab}v_{\kappa b,\nu}}{\sqrt{m_\kappa}}.$$

The induced dipole is $\sum_\nu p_{\nu a}Q_\nu$, so the vibrational polarizability is

$$\chi_{ab}=\sum_\nu\frac{p_{\nu a}p_{\nu b}}{\omega_\nu^2-\omega^2-i\gamma\omega}.$$

For $N_d$ defects per volume, the dielectric function gains $N_d\chi/\varepsilon_0$. Write the complex index as $n+i\kappa_{\rm ext}$. Its square has imaginary part $2n\kappa_{\rm ext}$, and the intensity decays at the rate $\alpha=2\omega\kappa_{\rm ext}/c$. Hence

$$\alpha=\frac{N_d\,\omega\,{\rm Im}\chi}{\varepsilon_0nc}.$$

This holds for dilute defects in a transparent host whose index $n$ hardly varies across the line. There is no additional local-field factor, because $Z$ already gives the response to the macroscopic field.

Let $g$ be a degenerate set at $\omega_0$, and define $S_{ab}=\sum_{\nu\in g}p_{\nu a}p_{\nu b}$. Near a narrow line $\omega_0^2-\omega^2\approx-2\omega_0\Delta$, with $\Delta=\omega-\omega_0$, so for light polarized along $x$

$$\omega\,{\rm Im}\chi_{xx}\approx\frac{S_{xx}\gamma\omega_0^2}{4\omega_0^2\Delta^2+\gamma^2\omega_0^2}
=\frac{S_{xx}\gamma}{4\Delta^2+\gamma^2}.$$

Since $\int d\Delta/(4\Delta^2+\gamma^2)=\pi/(2\gamma)$, the integral is $\pi S_{xx}/2$, independent of damping. Wavenumber is $\tilde\nu=\omega/(2\pi c)$, which supplies another factor $1/(2\pi c)$:

$$\int\alpha\,d\tilde\nu=\frac{N_dS_{xx}}{4\varepsilon_0nc^2},\qquad
A=\frac{{\rm tr}\,S}{12\varepsilon_0nc^2}.$$

Here $A$ is the integrated absorption per defect density. It replaces $S_{xx}$ by the average ${\rm tr}\,S/3$, as is right for a cubic defect or for equal numbers of all equivalent orientations in a cubic host.

## What the sum rule fixes

Translate all atoms by $\mathbf s$. The dipole changes by $e\sum_\kappa Z_\kappa\mathbf s$. In a neutral insulating cell, where all electrons follow the atoms, this must vanish for every $\mathbf s$, so $\sum_\kappa Z_\kappa=0$. If the cell has a partly filled band, for example from a shallow dopant, the free carriers need not follow at vibrational frequencies, the charges need not sum to zero, and the rule should not be imposed. If the defect has charge $Qe$ and the compensating background stays fixed, the dipole changes by $Qe\,\mathbf s$, and the target is $Q$ times the unit matrix. Below, the cell is neutral.

Let the computed sum be $T_{ab}$. Any weights with $\sum_\kappa w_\kappa=1$ close it through $Z_\kappa\to Z_\kappa-w_\kappa T$. Equal weights make the smallest change in the least-squares sense: minimizing $\sum_\kappa|\Delta_\kappa|^2$ at fixed $\sum_\kappa\Delta_\kappa=-T$ gives the same stationarity condition for every atom, hence $\Delta_\kappa=-T/N$.

Mass weights are $w_\kappa=m_\kappa/M_{\rm tot}$. They change the mode charge by

$$-e\sum_b\frac{T_{ab}}{M_{\rm tot}}\sum_\kappa\sqrt{m_\kappa}\,v_{\kappa b,\nu}.$$

The inner sum is the overlap with a rigid translation, up to normalization. It vanishes for every optical mode if the force constants obey translation invariance. Mass weights therefore remove the false charge $eT/\sqrt{M_{\rm tot}}$ of the acoustic modes and leave the optical spectrum as it was.

Equal weights do act on optical modes. For one impurity of mass $m_i$ among host atoms of mass $m_h$, the vanishing overlap reads

$$\sqrt{m_i}\,\mathbf v_i+\sqrt{m_h}\sum_{\rm host}\mathbf v_\kappa=0
\;\Rightarrow\;\sum_{\rm host}\mathbf v_\kappa=-\sqrt{\frac{m_i}{m_h}}\,\mathbf v_i.$$

Consequently

$$\sum_\kappa\frac{\mathbf v_\kappa}{\sqrt{m_\kappa}}
=\frac{\mathbf v_i}{\sqrt{m_i}}-\frac{\sqrt{m_i}}{m_h}\mathbf v_i
=\frac{\mathbf v_i}{\sqrt{m_i}}\left(1-\frac{m_i}{m_h}\right),$$

and the correction to the mode charge is

$$\Delta\mathbf p=-\frac{e}{\sqrt{m_i}}\left(1-\frac{m_i}{m_h}\right)\frac{T}{N}\mathbf v_i.$$

It vanishes for equal masses. The size of this correction is set by $T/N$, not by the whole sum. It does not measure the error of the spectrum. In the model below, adding 0.20 to the impurity diagonal and $-0.05$ to each of its four neighbours keeps $T=0$ and lowers the intensity by 14 %. Conversely, a sum with $T/N=0.05$ that is spread as 0.20 each over 16 of the atoms that move least costs only 0.1 %, and the equal-weight correction then creates an error of 1.7 %.

## What rotation invariance checks

An eigenvalue solver may return $v'_\mu=\sum_\nu v_\nu R_{\nu\mu}$ in place of $v_\nu$, with $R$ orthogonal within the degenerate set. Then $p'_{\mu a}=\sum_\nu R_{\nu\mu}p_{\nu a}$ and

$$S'_{ab}=\sum_{\nu\lambda}\left(\sum_\mu R_{\nu\mu}R_{\lambda\mu}\right)p_{\nu a}p_{\lambda b}=S_{ab},$$

because the bracket is $\delta_{\nu\lambda}$. This holds for any tensors $Z$, including wrong ones. It tests the grouping and the contraction, not the charges.

Site symmetry says more. An operation $O$ of the site maps the degenerate set into itself, so correct charges give $OSO^T=S$. At a tetrahedral site, the half-turn about $z$ reverses $x$ and $y$, so $S_{xz}=-S_{xz}=0$ and likewise $S_{yz}=0$. The half-turn about $x$ gives $S_{xy}=0$. A threefold rotation cycles the axes and makes the diagonal elements equal. Thus $S=s\,\mathbf 1$.

For a doublet at a site whose only symmetry elements are a threefold axis $z$ and mirror planes through it (point group $C_{3v}$), the result differs. The $z$ dipole is unchanged by all operations and cannot couple to the doublet, while invariance under the threefold rotation makes the $xy$ block a multiple of unity. Hence $S={\rm diag}(s,s,0)$, and demanding full isotropy would be wrong.

When $S$ lacks its symmetry, the tensors can be averaged. Rotating the displaced atom and its dipole together requires $Z_{R\kappa}=RZ_\kappa R^T$, so for the 24 tetrahedral operations

$$Z_\kappa^{\rm sym}=\frac1{24}\sum_RR^TZ_{R\kappa}R.$$

This removes errors that break the symmetry. An error that respects it passes through untouched.

## A light impurity in a diamond lattice

The worked case is a model with rough parameters in the regime of substitutional carbon in silicon. One atom of 12 u replaces a host atom of 28.09 u in a 64-atom cell, with lattice constant 0.543 nm and bond length $d=0.2351$ nm. The Keating energy is

$$U=\frac3{8d^2}\left[k_s\sum_{\rm bonds}(r^2-d^2)^2+k_b\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}3\right)^2\right],$$

with $k_s=44$ N/m and $k_b=12$ N/m. Impurity bonds are as stiff as host bonds and the lattice is unrelaxed.

The dipole sits on the four impurity bonds, with $\mathbf r$ pointing from the impurity to its neighbour:

$$\mathbf P=e\sum_{\rm 4\ bonds}q(r)\,\mathbf r,\qquad q(r)=0.3+1.0\left(\frac rd-1\right).$$

Differentiating at $r=d$ gives the neighbour's tensor $0.3\,\delta_{ab}+1.0\,\hat r_a\hat r_b$. For the neighbour along [111], $\hat r_a\hat r_b=1/3$, so its diagonal elements are 0.633 and its off-diagonal elements 0.333. The impurity carries minus the sum over four neighbours. Since $\sum\hat r_a\hat r_b=\tfrac43\delta_{ab}$, its charge is $-(1.2+1.333)=-2.533$.

Numerical diagonalization of $D$ gives a threefold mode at 635.5 cm$^{-1}$, above the top of the host spectrum at 520.3 cm$^{-1}$. The impurity holds 0.778 of the squared eigenvector. By symmetry the members can be chosen so that it moves along $x$, $y$ or $z$ with amplitude $v_i=\sqrt{0.778}=0.882$.

The contraction gives $|p|\sqrt{m_i}/e=2.710$. The impurity supplies $2.533\times0.882=2.23$, and its neighbours supply the remaining 0.48 with the same sign. Treating the impurity as a lone oscillator with its own Born charge would give $(2.533/2.710)^2=0.87$ of the intensity.

In SI units $S_{xx}=9.460\times10^{-12}$ C$^2$/kg, and with $n=3.4$

$$A=\frac{9.460\times10^{-12}}{4\varepsilon_0(3.4)c^2}=8.74\times10^{-19}\ {\rm m}=8.74\times10^{-17}\ {\rm cm}.$$

Multiplying by $n$ and Avogadro's number gives 1790 km/mol, the convention without the host index.

## Three faults and their cures

**A common offset.** Add 0.05 to the diagonal of every tensor. The sum becomes $64\times0.05=3.2$, larger than the impurity charge itself. The shift formula predicts a mode-charge error of

$$0.05\times0.882\times\left(1-\frac{12}{28.09}\right)=0.0253,$$

which is 0.93 % of 2.710 and opposes the negative mode charge. The intensity falls by 1.86 %, as the full contraction also gives. Mass weights leave this error in place; equal weights remove it. The false acoustic strength is 0.9 % of the local strength. Throughout, $S$ stays isotropic, so the symmetry check does not reveal the fault.

**Offset and scatter.** Add to these faulty tensors random numbers of rms 0.02 in every component. After correction with equal weights, one such draw leaves $A$ too large by 0.14 %, while the eigenvalues of $S$ spread over 5.5 % of their mean. The small error of $A$ is partly luck. To first order the errors of $S_{xx}$, $S_{yy}$ and $S_{zz}$ come from different, independent tensor components and have the same rms size, so averaging the three typically lowers the error only by a factor $\sqrt3$. The symmetry average restores isotropy to rounding error and leaves $A$ too large by 0.13 %, from the part of the scatter that respects the symmetry.

**An error on the impurity.** Add 0.20 to the impurity diagonal only, and correct with equal weights. The raw change is $0.20\times0.882=0.1764$. The correction takes back $(0.20/64)\times0.882\times0.573=0.0016$. The remaining 0.1748 is 6.45 % of the mode charge, so the intensity changes by $(1-0.0645)^2-1=-12.5\,\%$. The sum rule holds, $S$ is isotropic, and the answer is wrong. Such an error must be found by converging the impurity tensor itself, for instance in the displacement step, basis and $k$-point sampling.

Degeneracy needs care even with correct charges. Random symmetric matrices with elements of about $10^{-8}$ of the largest $\omega^2$ were added to $D$ eight times. They split the triplet by at most $1.3\times10^{-5}$ cm$^{-1}$, yet the $x$-polarized share of its top member ranged from 0.01 to 0.50. The group sum changed by about one part in $10^8$. Members must be summed before polarized intensities are read.

The absorption can also be found without eigenvectors. For the scattered tensors corrected with equal weights, the damped equations of motion were solved as linear equations at 80 quadrature points, with damping 0.1 cm$^{-1}$ and a window of $\pm57.6$ cm$^{-1}$ around the line. The integral for $x$ polarization is $8.642\times10^{-17}$ cm, against $8.647\times10^{-17}$ cm from $S_{xx}$. A Lorentzian leaves the fraction $0.1/(57.6\pi)=0.06\,\%$ outside this window, which accounts for the difference.

## The procedure in general

1. Make the force constants translation invariant, diagonalize $D$, and set aside the three translations.
2. Compute $Z_\kappa$ and record $T/N$ before any correction. Compare it with the tensors of the atoms that move most.
3. Subtract $T/N$ from each tensor if the error is plausibly common to all atoms. Mass weights show what the uncorrected optical spectrum was.
4. Group modes whose splitting is within numerical error, and form $S$ for each group.
5. Compare $S$ with the form required by the site symmetry. Average the tensors if needed, and report the anisotropy found beforehand.
6. Convert ${\rm tr}\,S$ to $A$.

If a real strain or a nearby defect splits the lines resolvably, they should be kept apart: their polarizations then carry information.

## Beside the real material

The local mode of carbon in silicon lies at roughly 605 to 610 cm$^{-1}$, so the model is 4 to 5 % too high. One clearly unrealistic assumption is the unrelaxed lattice with unchanged bond stiffness. Raising the stretch constant of the four impurity bonds by 10 % moves the line by $+25$ cm$^{-1}$ but changes $A$ by only 0.2 %; lowering it by 10 % changes $A$ by $-0.4$ %. Relaxation, mechanical anharmonicity and charges beyond the first neighbours are not included in these values of $A$. The bond charges are chosen, so the intensity is no prediction for carbon.

For $10^{17}$ defects per cm$^3$ and a rough room-temperature width of 6 cm$^{-1}$, a Lorentzian has peak absorption $2AN_d/(\pi\times6)=0.93$ cm$^{-1}$. The host lattice absorbs roughly 9 cm$^{-1}$ near this line, ten times more, so a measurement needs a carbon-poor reference sample. The defects' peak contribution to the dielectric function is $7\times10^{-5}$ of the host value, which justifies a constant $n$.

Cell size matters little here: from 64 to 512 atoms the line moves by 0.005 cm$^{-1}$ and $A$ by 0.01 %. These cells have no long-range forces. A longitudinal wave would add the field $-pQ/(\varepsilon_0n^2V)$ in a cell of volume $V$, raising $\omega^2$ by $S_{xx}/(\varepsilon_0n^2V)$. In the 64-atom cell that is 1.6 cm$^{-1}$. It falls as $1/V$ and should be left out for the transverse absorption of dilute defects. In a calculation that does have long-range forces, the periodic images also act at zero macroscopic field: for point dipoles on a cubic array they lower the line below that of an isolated defect by one third of this amount in the limit of large cells. At 64 atoms this leading term is about 0.5 cm$^{-1}$, an order of magnitude only, since in small cells of a discrete polarizable host the shift can depart strongly from the $1/V$ law. The small size dependence found here therefore belongs to the short-range model.

At 300 K the mean occupation of each oscillator is 0.05. With a harmonic energy and a linear dipole, absorption grows as occupation plus one and stimulated emission as occupation, so their difference, and hence $A$, does not depend on temperature. The bond dipole is slightly nonlinear: evaluated at plus and minus the zero-point amplitude, 4.1 pm for the impurity, the term cubic in one member's own coordinate changes the transition moment by 0.03 %. Cubic terms that also contain the squared coordinates of other modes are larger in sum. Averaged over the harmonic motion of all modes, they raise the transition moment by about 0.15 % at zero temperature and 0.23 % at 300 K. This is not the net change. The cubic terms of the Keating energy, acting together with the quadratic part of the dipole, enter at the same order and lower the moment by roughly 0.2 % at zero temperature. The cubic energy acting twice, with the linear dipole, also changes the weight of the line, which lies inside the two-phonon continuum. This change is of similar size but depends on the cell size and on the broadening assumed for the two-phonon states. These contributions amount to a few tenths of a percent each, and the sign of their sum is not settled here. In this model the accuracy of the impurity's Born tensor matters far more.
